# Quantum and transport lifetimes for remote donors: asymptotics and first corrections: test program

```python
# Remote-donor scattering in a two-dimensional electron gas.
# Result under test: for 2 kF d >> 1 and qs d >> 1,
#   tau_transport / tau_quantum = (2 kF d)^2,
# where kF = Fermi wavenumber, d = distance from donor plane to electron sheet,
# qs = Thomas-Fermi screening wavenumber.  Donors are uncorrelated and the
# scattering is treated in the Born approximation at zero temperature.
# SI units are used internally; rates are in 1/s.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import j0, exp1, expit

hbar, e = const.hbar, const.e
mass_ratio, eps_r = 0.067, 12.9
mass = mass_ratio * const.m_e
eps = eps_r * const.epsilon_0
n_s = 3.0e15
n_i = 3.0e15
d_main = 30e-9

dos = mass / (np.pi * hbar**2)
kF = np.sqrt(2 * np.pi * n_s)
EF = (hbar * kF)**2 / (2 * mass)
vF = hbar * kF / mass
qs = e**2 * dos / (2 * eps)
base_rate = np.pi * hbar * n_i / mass


def reduced_potential(q, d, screening):
    """Screened donor potential multiplied by the density of states."""
    return np.exp(-q * d) * screening / (q + screening)


def integrate(f, d):
    cut = 20 / (20 + 2 * kF * d)
    return quad(f, 0, np.pi, points=[cut], epsabs=0, epsrel=1e-9, limit=300)[0]


def lifetimes(d, screening):
    """Quantum and transport lifetimes from full angular integrals."""
    def weight(t):
        return reduced_potential(2 * kF * np.sin(t / 2), d, screening)**2
    quantum = base_rate * integrate(weight, d)
    transport = base_rate * integrate(
        lambda t: 2 * np.sin(t / 2)**2 * weight(t), d)
    return 1 / quantum, 1 / transport


def screening_factor(qs_d):
    """Small-angle ratio divided by (2 kF d)^2, in closed form."""
    a = 2 * qs_d
    g = np.exp(a) * exp1(a)
    moment0 = a - a**2 * g
    moment2 = a**2 * (1 + a - (2 * a + a**2) * g)
    return 2 * moment0 / moment2


# Coulomb potential: transform back to real space, with distance as unit.
for r in (0.3, 1.0, 2.5):
    back = quad(lambda q: np.exp(-q) * j0(q * r), 0, 50, limit=300)[0]
    assert abs(back - 1 / np.sqrt(r**2 + 1)) < 1e-7

# Static response from occupations; here hbar^2/(2m) = kF = 1.
# The low temperature makes the integrand smooth and changes the result
# only exponentially little for these wavenumbers.
h = 0.01
axis = np.arange(-2.6 + h / 2, 2.6, h)
kx, ky = np.meshgrid(axis, axis, indexing="ij")
for q in (0.5, 1.0):
    e_plus = (kx + q / 2)**2 + ky**2
    e_minus = (kx - q / 2)**2 + ky**2
    f_plus = expit((1 - e_plus) / 0.05)
    f_minus = expit((1 - e_minus) / 0.05)
    response = 2 * h**2 / (2 * np.pi)**2 * np.sum(
        (f_minus - f_plus) / (e_plus - e_minus))
    assert abs(response * 2 * np.pi - 1) < 1e-4

# Golden rule: sum over final momenta with a narrow Gaussian energy delta.
# The finite width of the delta limits agreement to below one percent.
tau_q, tau_tr = lifetimes(d_main, qs)
h, width = 0.0025, 0.01
axis = np.arange(-1.06, 1.06, h)
kx, ky = np.meshgrid(axis, axis, indexing="ij")
delta = np.exp(-((kx**2 + ky**2 - 1) / width)**2 / 2)
delta /= width * np.sqrt(2 * np.pi) * EF
q_grid = kF * np.sqrt((kx - 1)**2 + ky**2)
bare_factor = e**2 / (2 * eps)
v_grid = bare_factor * np.exp(-q_grid * d_main) / (q_grid + qs)
terms = 2 * np.pi / hbar * n_i * (kF * h / (2 * np.pi))**2 * v_grid**2 * delta
sum_quantum = np.sum(terms)
sum_transport = np.sum(terms * (1 - kx))
assert abs(sum_quantum * tau_q - 1) < 0.01
assert abs(sum_transport * tau_tr - 1) < 0.01

# Linearized Boltzmann equation on a ring, solved as a matrix equation.
# The kernel has a cusp, so the ring grid has a small quadratic error.
count = 800
angle = 2 * np.pi * np.arange(count) / count
q_ring = 2 * kF * np.abs(np.sin((angle[:, None] - angle[None, :]) / 2))
jump = base_rate * 1e-12 / 2 * (2 * np.pi / count)
jump = jump * reduced_potential(q_ring, d_main, qs)**2
collision = np.diag(jump.sum(axis=1)) - jump
response = np.linalg.solve(collision + 1 / count, np.cos(angle))
ring_tau = 2 * np.mean(response * np.cos(angle)) * 1e-12
assert abs(ring_tau / tau_tr - 1) < 3e-3

# Limiting lifetimes, powers of setback, and first finite-angle correction.
strong = 1e9 * kF
far_q, far_tr = lifetimes(200 / kF, strong)
farther_q, farther_tr = lifetimes(400 / kF, strong)
assert abs(far_q * base_rate / 400 - 1) < 1e-4
assert abs(far_tr * base_rate / 400**3 - 1) < 1e-4
assert abs(np.log2(farther_q / far_q) - 1) < 1e-4
assert abs(np.log2(farther_tr / far_tr) - 3) < 1e-4
assert abs(vF * far_q / (200 / kF) - 4 * n_s / n_i) < 1e-3
mid_q, mid_tr = lifetimes(20 / kF, strong)
assert abs(mid_tr / mid_q - 40**2 + 1.25) < 0.01

# Finite screening: closed form against the full angular integrals.
for qs_d in (0.1, 1.0, 6.0, 50.0):
    d = 200 / kF
    t_q, t_tr = lifetimes(d, qs_d / d)
    full_factor = t_tr / t_q / 400**2
    assert abs(full_factor / screening_factor(qs_d) - 1) < 2e-4
    assert full_factor > 1
    if qs_d == 50.0:
        assert abs(full_factor - (1 + 2 / qs_d)) < 1e-3

# Potential fluctuations for strong screening, from the real-space potential.
for r in (0.4, 1.5):
    back = quad(lambda q: q * np.exp(-q) * j0(q * r), 0, 60, limit=300)[0]
    assert abs(back - (1 + r**2)**-1.5) < 1e-7
square = quad(lambda r: 2 * np.pi * r * ((1 + r**2)**-1.5
              / (2 * np.pi))**2, 0, np.inf)[0]
rms_strong = np.sqrt(n_i * square) / (d_main * n_s)
assert abs(rms_strong * 2 * kF * d_main - 1) < 1e-6
fluct = quad(lambda x: x * reduced_potential(x / d_main, d_main, qs)**2,
             0, 40)[0]
rms_full = np.sqrt(n_i * fluct / (2 * np.pi)) / (d_main * n_s)
assert rms_full < rms_strong

# Worked example.
x = 2 * kF * d_main
simple_q, simple_tr = x / base_rate, x**3 / base_rate
mobility = e * tau_tr / mass
sheet_resistance = 1 / (n_s * e * mobility)


def main_weight(t):
    return reduced_potential(2 * kF * np.sin(t / 2), d_main, qs)**2


rms_angle = np.sqrt(integrate(lambda t: t**2 * main_weight(t), d_main)
                    / integrate(main_weight, d_main))

print(f"effective mass: {mass_ratio:.3f} electron masses")
print(f"relative permittivity: {eps_r:.1f}")
print(f"electron sheet density: {n_s:.2e} m^-2")
print(f"donor sheet density: {n_i:.2e} m^-2")
print(f"main setback d: {d_main*1e9:.0f} nm")
print(f"Fermi wavenumber kF: {kF*1e-9:.4f} nm^-1")
print(f"Fermi energy: {EF/e*1e3:.2f} meV")
print(f"Fermi velocity: {vF:.3e} m/s")
print(f"screening wavenumber qs: {qs*1e-9:.4f} nm^-1")
print(f"screening length 1/qs: {1e9/qs:.2f} nm")
print(f"base rate pi hbar n_i/m: {base_rate*1e-12:.2f} ps^-1")
print(f"2 kF d: {x:.3f}")
print(f"qs d: {qs*d_main:.3f}")
print(f"simple quantum lifetime: {simple_q*1e12:.3f} ps")
print(f"simple transport lifetime: {simple_tr*1e12:.2f} ps")
print(f"simple ratio (2 kF d)^2: {x**2:.2f}")
print(f"full quantum lifetime: {tau_q*1e12:.3f} ps")
print(f"full transport lifetime: {tau_tr*1e12:.2f} ps")
print(f"full lifetime ratio: {tau_tr/tau_q:.2f}")
print(f"screening factor F at main setback: {screening_factor(qs*d_main):.3f}")
print(f"small-angle ratio with F: {x**2*screening_factor(qs*d_main):.2f}")
print(f"mobility: {mobility:.1f} m^2/(V s)")
print(f"mobility, converted: {mobility*1e4:.3e} cm^2/(V s)")
print(f"sheet resistance: {sheet_resistance:.2f} ohm per square")
print(f"rms scattering angle: {np.degrees(rms_angle):.2f} degrees")
print(f"quantum level width hbar/tau_q: {hbar/tau_q/e*1e3:.3f} meV")
print(f"quantum mean free path: {vF*tau_q*1e9:.1f} nm")
print(f"transport mean free path: {vF*tau_tr*1e6:.2f} micrometres")
print(f"quantum mean free path / (2d): {vF*tau_q/(2*d_main):.2f}")
print(f"rms potential / EF, strong screening: {rms_strong:.3f}")
print(f"rms potential / EF, finite screening: {rms_full:.3f}")
for qs_d in (0.1, 1.0, 10.0):
    print(f"factor F at qs d = {qs_d:.1f}: {screening_factor(qs_d):.3f}")
table = {}
for d in (15e-9, 30e-9, 60e-9):
    a, b = lifetimes(d, qs)
    table[d] = (a, b)
    simple = (2 * kF * d)**2
    assert 1 < b / a / simple < 2
    print(f"d = {d*1e9:.0f} nm: tau_q = {a*1e12:.3f} ps, "
          f"tau_tr = {b*1e12:.2f} ps")
    print(f"d = {d*1e9:.0f} nm: full ratio = {b/a:.2f}, "
          f"(2 kF d)^2 = {simple:.2f}")
power_q = np.log2(table[60e-9][0] / table[30e-9][0])
power_tr = np.log2(table[60e-9][1] / table[30e-9][1])
print(f"power of d in tau_q, 30 to 60 nm: {power_q:.3f}")
print(f"power of d in tau_tr, 30 to 60 nm: {power_tr:.3f}")
zero_q, zero_tr = lifetimes(0.0, qs)
assert 0.5 < zero_tr / zero_q < 3
print(f"lifetime ratio for donors in the electron plane: {zero_tr/zero_q:.3f}")
print("every check passed")
```

It prints:

```
effective mass: 0.067 electron masses
relative permittivity: 12.9
electron sheet density: 3.00e+15 m^-2
donor sheet density: 3.00e+15 m^-2
main setback d: 30 nm
Fermi wavenumber kF: 0.1373 nm^-1
Fermi energy: 10.72 meV
Fermi velocity: 2.372e+05 m/s
screening wavenumber qs: 0.1963 nm^-1
screening length 1/qs: 5.09 nm
base rate pi hbar n_i/m: 16.28 ps^-1
2 kF d: 8.238
qs d: 5.889
simple quantum lifetime: 0.506 ps
simple transport lifetime: 34.33 ps
simple ratio (2 kF d)^2: 67.86
full quantum lifetime: 0.584 ps
full transport lifetime: 51.15 ps
full lifetime ratio: 87.50
screening factor F at main setback: 1.310
small-angle ratio with F: 88.89
mobility: 134.3 m^2/(V s)
mobility, converted: 1.343e+06 cm^2/(V s)
sheet resistance: 15.50 ohm per square
rms scattering angle: 8.72 degrees
quantum level width hbar/tau_q: 1.126 meV
quantum mean free path: 138.7 nm
transport mean free path: 12.13 micrometres
quantum mean free path / (2d): 2.31
rms potential / EF, strong screening: 0.121
rms potential / EF, finite screening: 0.105
factor F at qs d = 0.1: 12.918
factor F at qs d = 1.0: 2.536
factor F at qs d = 10.0: 1.188
d = 15 nm: tau_q = 0.326 ps, tau_tr = 8.20 ps
d = 15 nm: full ratio = 25.13, (2 kF d)^2 = 16.96
d = 30 nm: tau_q = 0.584 ps, tau_tr = 51.15 ps
d = 30 nm: full ratio = 87.50, (2 kF d)^2 = 67.86
d = 60 nm: tau_q = 1.094 ps, tau_tr = 343.24 ps
d = 60 nm: full ratio = 313.87, (2 kF d)^2 = 271.43
power of d in tau_q, 30 to 60 nm: 0.904
power of d in tau_tr, 30 to 60 nm: 2.747
lifetime ratio for donors in the electron plane: 1.557
every check passed
```
